# Valley Repopulation and the Hyperfine Coupling of a Stressed Silicon Donor: test program

```python
"""Valley repopulation of a silicon donor under uniaxial [100] stress.

Result under test, for the ground-state contact hyperfine coupling A:
    A(x)/A(0) = (1/2) [1 + (1 + x/6) / sqrt(1 + x/3 + x^2/4)],  x = 2 delta / W
delta : energy of the x valleys minus energy of the y,z valleys
W     : E level minus A1 level at zero stress (positive)
a, b  : valley-orbit couplings, opposite and perpendicular valleys (matrix
        elements -a and -b); W = 6 b and T2 - A1 = 2 a + 4 b
Tension is positive. Valley order: +x, -x, +y, -y, +z, -z.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq


def repopulation_formula(x):
    return 0.5 * (1 + (1 + x / 6) / np.sqrt(1 + x / 3 + x**2 / 4))


def valley_matrix(a, b, valley_shifts):
    """Six-valley Hamiltonian from its definition."""
    h = -b * np.ones((6, 6))
    for pair in range(3):
        i, j = 2 * pair, 2 * pair + 1
        h[i, i] = h[j, j] = valley_shifts[pair]
        h[i, j] = h[j, i] = -a
    return h


def six_valley_solution(a, b, valley_shifts):
    """Levels, contact density relative to pure A1, x-pair populations."""
    levels, states = np.linalg.eigh(valley_matrix(a, b, valley_shifts))
    contact = states.sum(axis=0)**2 / 6
    return levels, contact, (states[:2]**2).sum(axis=0)


def uniaxial_strain(stress, c11, c12):
    """Normal strains for stress along x, by solving Hooke's law."""
    stiffness = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)
    return np.linalg.solve(stiffness, np.array([stress, 0.0, 0.0]))


# ---- Tests of the six-valley problem against the derived results ----
rng = np.random.default_rng(7)
for _ in range(300):
    a, b = rng.uniform(0.1, 3, 2)
    W = 6 * b
    delta = rng.uniform(-10, 10) * W
    common = rng.uniform(-20, 20)       # hydrostatic shift must drop out
    levels, contact, _ = six_valley_solution(
        a, b, [common + delta, common, common])
    assert abs(contact[0] - repopulation_formula(2 * delta / W)) < 1e-9
    assert levels[1] - levels[0] >= min(2 * a, 2 * b) - 1e-9

a, b = 0.7, 1.3
levels0 = np.linalg.eigvalsh(valley_matrix(a, b, [0, 0, 0]))
expected = [-a - 4 * b] + [-a + 2 * b] * 2 + [a] * 3
assert np.allclose(levels0, np.sort(expected), atol=1e-12)

# Projection on A1 and on the E state that has the symmetry of the stress
A1 = np.ones(6) / np.sqrt(6)
E_theta = np.array([2, 2, -1, -1, -1, -1]) / np.sqrt(12)
delta, W = -2.1, 6 * b
h = valley_matrix(a, b, [2 * delta / 3, -delta / 3, -delta / 3])
pair_basis = np.column_stack([A1, E_theta])
block = pair_basis.T @ h @ pair_basis + (a + 4 * b) * np.eye(2)
mixing = np.sqrt(2) * delta / 3
assert np.allclose(block, [[0, mixing], [mixing, W + delta / 3]], atol=1e-12)
assert np.allclose(h @ pair_basis, pair_basis @ (pair_basis.T @ h @ pair_basis))


def diagonalized_ratio(u):
    return six_valley_solution(a, b, [u * W, 0, 0])[1][0]


# Small-strain series, slope, large-strain limits, monotonic fall
for u in (-0.01, 0.01):
    series = 1 - 2 * u**2 / 9 + 4 * u**3 / 27
    assert abs(diagonalized_ratio(u) - series) < 5e-9
for u in (-4.0, -0.8, 0.5, 3.0):
    step = 1e-4
    slope = (diagonalized_ratio(u + step) - diagonalized_ratio(u - step)) / (2 * step)
    assert abs(slope + 4 * u / 9 / (1 + 2 * u / 3 + u**2)**1.5) < 1e-6
for u, limit in ((-1000, 1 / 3), (1000, 2 / 3)):
    assert abs(diagonalized_ratio(u) - limit - 4 / (9 * abs(u))) < 1e-5
u_grid = np.linspace(0.05, 30, 300)
falling_compression = np.array([diagonalized_ratio(-u) for u in u_grid])
falling_tension = np.array([diagonalized_ratio(u) for u in u_grid])
assert np.all(np.diff(falling_compression) < 0) and falling_compression[-1] > 1 / 3
assert np.all(np.diff(falling_tension) < 0) and falling_tension[-1] > 2 / 3

# With a negative opposite-valley coupling the ground state can become odd
odd_contact = six_valley_solution(-0.3, 1.0, [-120.0, 0, 0])[1][0]
assert odd_contact < 1e-12


# ---- Donor with envelopes free to relax, in effective Rydberg units ----
# Spherical mass, Coulomb potential, Gaussian central-cell well on A1 only.
exponents = 0.01 * 2.2**np.arange(18)
norms = (2 * exponents / np.pi)**0.75
exp_sum = exponents[:, None] + exponents[None, :]
norm_product = np.outer(norms, norms)
overlap = norm_product * (np.pi / exp_sum)**1.5
kinetic = 6 * np.outer(exponents, exponents) / exp_sum * overlap
bare = kinetic - norm_product * 4 * np.pi / exp_sum
bare_energy = eigh(bare, overlap, eigvals_only=True)[0]
assert abs(bare_energy + 1) < 1e-3


def central_cell(well_range):
    return norm_product * (np.pi / (exp_sum + 1 / well_range**2))**1.5


def calibrated_depth(splitting, well_range):
    """Well depth that puts A1 below E by the given splitting."""
    well = central_cell(well_range)

    def mismatch(depth):
        ground = eigh(bare - depth * well, overlap, eigvals_only=True)[0]
        return bare_energy - ground - splitting
    return brentq(mismatch, 0, 4 / well_range**2, xtol=1e-12)


def relaxed_donor(delta, depth, well_range):
    """Contact density (arbitrary unit) and binding below the lowest edge."""
    n = len(exponents)
    edges = np.array([2 * delta / 3, -delta / 3])
    a1_in_channels = np.array([np.sqrt(1 / 3), np.sqrt(2 / 3)])
    projector = np.outer(a1_in_channels, a1_in_channels)
    hamiltonian = (np.kron(np.eye(2), bare) + np.kron(np.diag(edges), overlap)
                   - depth * np.kron(projector, central_cell(well_range)))
    energies, vectors = eigh(hamiltonian, np.kron(np.eye(2), overlap))
    at_nucleus_x = norms @ vectors[:n, 0]
    at_nucleus_yz = norms @ vectors[n:, 0]
    amplitude = np.sqrt(2) * at_nucleus_x + 2 * at_nucleus_yz
    return amplitude**2, edges.min() - energies[0]


def relaxed_ratio(delta, depth, well_range):
    return (relaxed_donor(delta, depth, well_range)[0]
            / relaxed_donor(0.0, depth, well_range)[0])


# The rigid-envelope formula must emerge for a weak central cell
worst = []
for weak_splitting in (0.004, 0.002):
    weak_depth = calibrated_depth(weak_splitting, 0.5)
    worst.append(max(abs(relaxed_ratio(u * weak_splitting, weak_depth, 0.5)
                         - repopulation_formula(2 * u)) for u in (-2.0, 2.0)))
assert worst[1] < 0.01
assert worst[1] < 0.6 * worst[0]

# ---- Worked example: antimony donor in silicon, rough typical inputs ----
binding_A1, binding_T2, binding_E = 43.0, 33.0, 31.0    # meV
Xi_u = 8.7                                             # eV
c11, c12 = 170.0, 64.0                                 # GPa
A_zero = 190.0                                         # MHz
temperature = 4.0                                      # K
permittivity = 12.0
volume_coefficient = 10.0     # |dA/A| per unit volume strain, rough size
W = binding_E * -1 + binding_A1
b = W / 6
a = (binding_A1 - binding_T2 - 4 * b) / 2
assert a > 0 and b > 0
kT = const.k * temperature / const.e * 1e3             # meV
bohr_radius = const.e / (8 * np.pi * const.epsilon_0 * permittivity
                         * binding_E * 1e-3) * 1e9     # nm
ranges_nm = (0.2, 0.4)
depths = [calibrated_depth(W / binding_E, r / bohr_radius) for r in ranges_nm]


def valley_splitting(stress_mpa):                      # meV
    return Xi_u * 1e3 * stress_mpa * 1e-3 / (c11 - c12)


print("Rough inputs, antimony donor in silicon")
print(f"binding A1, T2, E: {binding_A1:.0f}, {binding_T2:.0f}, {binding_E:.0f} meV")
print(f"Xi_u {Xi_u:.1f} eV; C11 {c11:.0f} GPa; C12 {c12:.0f} GPa")
print(f"A(0) {A_zero:.0f} MHz; temperature {temperature:.0f} K; kT {kT:.3f} meV")
print(f"W {W:.1f} meV; couplings a {a:.2f} meV, b {b:.2f} meV")
print(f"relative permittivity {permittivity:.0f}; effective Bohr radius {bohr_radius:.2f} nm")
print(f"volume-strain coefficient, rough size {volume_coefficient:.0f}")

stresses = (-1000, -100, -10, 10, 100, 1000)
print("Rigid-envelope results")
for stress in stresses:
    strain = uniaxial_strain(stress * 1e-3, c11, c12)
    delta = valley_splitting(stress)
    assert abs(Xi_u * 1e3 * (strain[0] - strain[1]) - delta) < 1e-9
    shifts = Xi_u * 1e3 * strain
    levels, contact, x_population = six_valley_solution(a, b, shifts)
    ratio = repopulation_formula(2 * delta / W)
    assert abs(contact[0] - ratio) < 1e-10
    print(f"{stress:+d} MPa: delta {delta:+.3f} meV, x {2 * delta / W:+.4f}, "
          f"A/A0 {ratio:.5f}")
    print(f"   A {A_zero * ratio:.2f} MHz, x-pair population {x_population[0]:.4f}")

delta = valley_splitting(-100)
diagonal, mixing = W + delta / 3, np.sqrt(2) * delta / 3
strain = uniaxial_strain(-0.1, c11, c12)
print("Block at -100 MPa")
print(f"strain e_xx {strain[0]:.3e}, e_yy {strain[1]:.3e}")
print(f"D {diagonal:.3f} meV, M {mixing:.3f} meV, "
      f"root {np.hypot(diagonal, 2 * mixing):.3f} meV")

print("Stress for A/A0 within 0.05 of its limit")
for sign, limit, name in ((-1, 1 / 3, "compression"), (1, 2 / 3, "tension")):
    needed = brentq(lambda s: repopulation_formula(
        2 * valley_splitting(sign * s) / W) - limit - 0.05, 1, 1e5)
    print(f"{name}: {needed:.0f} MPa")

print("Neglected effects")
for stress in stresses:
    delta = valley_splitting(stress)
    strain = uniaxial_strain(stress * 1e-3, c11, c12)
    levels, contact, _ = six_valley_solution(a, b, Xi_u * 1e3 * strain)
    weights = np.exp(-(levels - levels[0]) / kT)
    excited = weights[1:].sum() / weights.sum()
    linear_size = volume_coefficient * abs(strain.sum())
    relaxed = [relaxed_ratio(delta / binding_E, d, r / bohr_radius)
               for d, r in zip(depths, ranges_nm)]
    remaining = relaxed_donor(delta / binding_E, depths[0],
                              ranges_nm[0] / bohr_radius)[1] * binding_E
    print(f"{stress:+d} MPa: relaxed A/A0 {relaxed[0]:.5f} (0.2 nm), "
          f"{relaxed[1]:.5f} (0.4 nm)")
    print(f"   repopulation drop {1 - contact[0]:.2e}, volume term {linear_size:.1e}")
    print(f"   gap {levels[1] - levels[0]:.2f} meV, excited fraction {excited:.1e}, "
          f"binding {remaining:.1f} meV")

print(f"Weak-cell test: largest deviation {worst[0]:.5f}, halved W {worst[1]:.5f}")
print("done: every assertion held")
```

Output:

```
Rough inputs, antimony donor in silicon
binding A1, T2, E: 43, 33, 31 meV
Xi_u 8.7 eV; C11 170 GPa; C12 64 GPa
A(0) 190 MHz; temperature 4 K; kT 0.345 meV
W 12.0 meV; couplings a 1.00 meV, b 2.00 meV
relative permittivity 12; effective Bohr radius 1.94 nm
volume-strain coefficient, rough size 10
Rigid-envelope results
-1000 MPa: delta -82.075 meV, x -13.6792, A/A0 0.40266
   A 76.51 MHz, x-pair population 0.9948
-100 MPa: delta -8.208 meV, x -1.3679, A/A0 0.88374
   A 167.91 MHz, x-pair population 0.6743
-10 MPa: delta -0.821 meV, x -0.1368, A/A0 0.99891
   A 189.79 MHz, x-pair population 0.3647
+10 MPa: delta +0.821 meV, x +0.1368, A/A0 0.99901
   A 189.81 MHz, x-pair population 0.3040
+100 MPa: delta +8.208 meV, x +1.3679, A/A0 0.94268
   A 179.11 MHz, x-pair population 0.1333
+1000 MPa: delta +82.075 meV, x +13.6792, A/A0 0.72668
   A 138.07 MHz, x-pair population 0.0043
Block at -100 MPa
strain e_xx -7.408e-04, e_yy 2.026e-04
D 9.264 meV, M -3.869 meV, root 12.071 meV
Stress for A/A0 within 0.05 of its limit
compression: 1365 MPa
tension: 1218 MPa
Neglected effects
-1000 MPa: relaxed A/A0 0.31832 (0.2 nm), 0.32397 (0.4 nm)
   repopulation drop 5.97e-01, volume term 3.4e-02
   gap 2.41 meV, excited fraction 9.2e-04, binding 34.8 meV
-100 MPa: relaxed A/A0 0.87978 (0.2 nm), 0.87995 (0.4 nm)
   repopulation drop 1.16e-01, volume term 3.4e-03
   gap 5.93 meV, excited fraction 3.4e-08, binding 38.9 meV
-10 MPa: relaxed A/A0 0.99889 (0.2 nm), 0.99889 (0.4 nm)
   repopulation drop 1.09e-03, volume term 3.4e-04
   gap 9.47 meV, excited fraction 1.4e-12, binding 42.5 meV
+10 MPa: relaxed A/A0 0.99899 (0.2 nm), 0.99899 (0.4 nm)
   repopulation drop 9.91e-04, volume term 3.4e-04
   gap 9.74 meV, excited fraction 1.1e-12, binding 42.7 meV
+100 MPa: relaxed A/A0 0.93946 (0.2 nm), 0.93961 (0.4 nm)
   repopulation drop 5.73e-02, volume term 3.4e-03
   gap 8.22 meV, excited fraction 8.9e-11, binding 41.2 meV
+1000 MPa: relaxed A/A0 0.65730 (0.2 nm), 0.66267 (0.4 nm)
   repopulation drop 2.73e-01, volume term 3.4e-02
   gap 6.37 meV, excited fraction 1.9e-08, binding 38.8 meV
Weak-cell test: largest deviation 0.00001, halved W 0.00000
done: every assertion held
```
